The Breit-Rabi Formula for J = 1/2 and Field-Insensitive Hyperfine Transitions

Rotational symmetry about a magnetic field fixes most of the answer before any matrix is diagonalized. Let an isolated electronic level with J = 1/2 be coupled to a nucleus of spin I, in a static field B along z. The component F_z = I_z + J_z is conserved, with eigenvalue m. Since J_z can only be +1/2 or −1/2, at most two product states share a given m. The energies are therefore roots of quadratic equations whose coefficients are polynomials in B. Dimensional analysis adds that, apart from a term proportional to m, they can depend on the field only through the ratio of a Zeeman energy to the hyperfine energy.

To make this precise, take the angular momenta in units of ħ and write

H = A I·J + g_J μ_B B J_z − g_n μ_N B I_z.

Here μ_B and μ_N are the Bohr and nuclear magnetons, and the signs make g_n positive when the nuclear moment is parallel to I. I take A > 0. The form A I·J is general for J = 1/2: every operator on the two electronic states is a combination of the unit operator and the components of J, so a rotationally invariant coupling must contract J with a nuclear vector, which within fixed I is proportional to I. There is no room for an electric-quadrupole hyperfine term. Mixing with other electronic levels and diamagnetism are neglected.

Replace I_z by F_z − J_z and define κ = g_J μ_B + g_n μ_N, taken positive. Then

H = A I·J + κB J_z − g_n μ_N B F_z.

The last term is simply the number −g_n μ_N B m in each block. The other two terms contain only the energies A and κB, so their eigenvalues are A times a function of κB/A. A convenient energy unit and field variable are

W = A(I + 1/2),  x = κB/W.

W will prove to be the zero-field splitting.

For |m| ≤ I − 1/2 the two basis states, written |m_J, m_I⟩, are

|a⟩ = |+1/2, m − 1/2⟩,  |b⟩ = |−1/2, m + 1/2⟩.

Using I·J = I_z J_z + (I₊J₋ + I₋J₊)/2, the diagonal elements are

H_aa = A(m − 1/2)/2 + κB/2 − g_n μ_N B m,

H_bb = −A(m + 1/2)/2 − κB/2 − g_n μ_N B m.

Half their sum and half their difference are

(H_aa + H_bb)/2 = −A/4 − g_n μ_N B m,

(H_aa − H_bb)/2 = (Am + κB)/2.

The operator I₊J₋ takes |a⟩ to |b⟩. The electronic factor is 1 and the nuclear factor is √[I(I+1) − (m−1/2)(m+1/2)]. Because I(I+1) + 1/4 = (I+1/2)², the coupling is

H_ab = (A/2)√[(I + 1/2)² − m²].

The eigenvalues of a real symmetric 2×2 matrix are its mean diagonal plus or minus √[(half difference)² + H_ab²]. The quantity under the root is

(1/4)[A²m² + 2AmκB + κ²B² + A²(I+1/2)² − A²m²].

The terms A²m² cancel. With c_m = m/(I + 1/2), the middle term is 2AmκB = 2c_m x W², and the result is the Breit-Rabi formula,

E±(m) = −A/4 − g_n μ_N B m ± (W/2)R_m,

R_m = √(1 + 2c_m x + x²).

The two stretched states, m = σ(I + 1/2) with σ = ±1, have no partner. Each is the product state m_J = σ/2, m_I = σI, with energy AI/2 + σκB/2 − g_n μ_N B m. Since AI/2 = −A/4 + W/2, they fit the upper branch if R_m is replaced by 1 + σx. For σ = −1 this is 1 − x even when x > 1; replacing it by the positive root |1 − x| would give a false kink.

At zero field the energies are AI/2 and −A(I+1)/2, belonging to F = I + 1/2 and F = I − 1/2, and their separation is W. For the unstretched states at large positive x, R_m ≈ x + c_m, so

E±(m) ≈ −A/4 ± (κB + Am)/2 − g_n μ_N B m.

In the upper branch m = m_I + 1/2, and in the lower branch m = m_I − 1/2. Both cases reduce to A m_I m_J plus the separate Zeeman energies, as they should when the field decouples the spins. The stretched states have this form at every field; the one with σ = −1, although attached to the upper branch, has m_J = −1/2. Between these limits the two levels of an unstretched block never meet, because

R_m² = (x + c_m)² + 1 − c_m²

and |c_m| < 1. The labels + and − can therefore be followed continuously from zero field.

Now consider a hyperfine transition between an upper state (+,m) and a lower state (−,m′). Put η = g_n μ_N/κ and Δ = m − m′. Since g_n μ_N B = ηWx, the constant −A/4 cancels and, for unstretched states,

hf = (W/2)(R_m + R_m′) − ηΔWx.

First-order insensitivity means df/dB = 0. Because x is proportional to B, it is enough to differentiate with respect to x. From dR_m/dx = (x + c_m)/R_m, the condition is

(x + c_m)/R_m + (x + c_m′)/R_m′ = 2ηΔ.

A second differentiation gives

d²R_m/dx² = 1/R_m − (x + c_m)²/R_m³ = (1 − c_m²)/R_m³ > 0.

Each fraction on the left of the condition thus rises steadily from −1 to +1 as x runs over the whole axis. Their sum rises from −2 to +2, so there is one and only one root if |ηΔ| < 1. It may lie at negative B; reversing the field and the signs of both m and m′ turns it into a root at positive B. The curvature is positive, so the stationary frequency is a minimum.

The condition also has a direct meaning. The derivative of an energy with respect to B is the expectation value of ∂H/∂B, here κ⟨J_z⟩ − g_n μ_N m. Comparing this with the derivative of the Breit-Rabi formula gives

⟨J_z⟩± = ±(x + c_m)/(2R_m).

An insensitive transition joins two states with equal magnetic moments along the field. The electronic contributions must agree up to the small difference needed to balance the nuclear term.

When m = m′, Δ vanishes and both fractions are the same. The root is x = −c_m, or

B₀ = −mA/κ,  hf₀ = W√(1 − c_m²) = A√[(I + 1/2)² − m²].

At this field Am + κB = 0, so the diagonal energies coincide. The eigenstates are equal mixtures of m_J = +1/2 and m_J = −1/2, and ⟨J_z⟩ = 0 in both. A positive field requires m < 0. For half-integer I there is also the pair m = m′ = 0, which is insensitive at B = 0. For integer I, m is half-integer and this zero-field case is absent; the lowest field for m = m′ is then B₀ = A/(2κ), from m = −1/2. A point close to zero field still exists, but for the unequal pair m′ = −m treated below.

For unequal m, first set η = 0. Write c_m = sin α and c_m′ = sin α′, with both angles between −π/2 and π/2, and let

x + sin α = cos α sinh θ,  x + sin α′ = cos α′ sinh θ′.

Then R_m = cos α cosh θ, the slope of R_m is tanh θ, and similarly for the primed quantities. The condition tanh θ + tanh θ′ = 0 gives θ′ = −θ. Subtracting the second relation from the first eliminates x:

sin α − sin α′ = (cos α + cos α′) sinh θ.

With a = (α + α′)/2 and d = (α − α′)/2, the left side is 2 cos a sin d and the bracket is 2 cos a cos d. Hence sinh θ = tan d and cosh θ = 1/cos d. Inserting this in the first relation, with α − d = a, gives

x₀ = cos α tan d − sin α = −sin(α − d)/cos d = −sin a/cos d.

The frequency follows from the sum of the two roots:

hf₀ = (W/2)(cos α + cos α′)/cos d = W cos a.

To restore the nuclear term we need the dimensionless curvature at this point, K = (1/W)d²(hf)/dx². From the second derivative of R_m,

K = (1/2)cos³d (1/cos α + 1/cos α′) = cos a cos⁴d/(cos α cos α′).

Near x₀ the slope of hf is WK(x − x₀) − ηΔW. Setting it to zero gives, to first order in η,

x ≈ x₀ + ηΔ/K,  hf ≈ W cos a − ηΔWx₀.

The displacement of the root does not enter the frequency at this order, because the η = 0 frequency is stationary at x₀. The expansion is reliable when the displacement is small compared with cos α and cos α′, the widths over which the two slopes change.

The pair m′ = −m shows why the nuclear moment cannot simply be dropped. Then a = 0, d = α, x₀ = 0 and K = cos²α = 1 − c_m², so

x ≈ 2mη/(1 − c_m²).

Without the direct nuclear Zeeman term the insensitive point would sit at zero field. With it, the point moves to a small positive field when mη > 0.

A stretched upper state needs separate treatment, since its slope is σ at every field. The condition becomes

σ + (x + c_m′)/R_m′ = 2ηΔ.

For η = 0 it has no finite solution, because the fraction never reaches ±1. Take σ = −1 and define q = I + 1/2 + m′, a positive integer. Then Δ = −q, and the condition is

(x + c_m′)/R_m′ = t,  t = 1 − 2ηq.

If 0 < ηq < 1, then |t| < 1. Setting x + c_m′ = √(1 − c_m′²) sinh θ′ gives tanh θ′ = t, so

x = −c_m′ + √(1 − c_m′²) t/√(1 − t²).

For small positive η this is a large positive x. For σ = +1 the corresponding root lies at large negative x, and for η < 0 neither stretched state has a root, since the fraction would have to exceed 1 in magnitude. These statements concern pairs (+,m) and (−,m′) only. Two states on the same branch give a condition with the difference of the two fractions instead of their sum. Such pairs are not treated here; they can have insensitive points at high positive field for either sign of η, and more than one per pair.

The high-field expansion shows what is balanced. For σ = −1 and large x, R_m′ ≈ x + c_m′ + (1 − c_m′²)/(2x), and therefore

hf ≈ Aq/2 + W(1 − c_m′²)/(4x) + ηqWx.

Both states now have mainly m_J = −1/2 and differ in nuclear orientation. The second term, left over from hyperfine mixing, falls with field, while the direct nuclear Zeeman term rises. Their sum is smallest near x = √(1 − c_m′²)/(2√(ηq)), which agrees with the leading part of the full root for small ηq.

For numbers, take the round model parameters I = 3/2, A/h = 3000 MHz and g_J = g_n = 2. Atomic units are awkward for such small splittings, so energies are divided by h and given in MHz, and fields are in mT. Then W/h = 3000 × 2 = 6000 MHz, κ/h = 28.0077 MHz/mT and η = 5.443 × 10⁻⁴. The field at which x = 1 is 6000/28.0077 = 214.23 mT.

At 100 mT, x = 0.46680. For m = −1, c_m = −1/2, so R_m = √(1 − 0.46680 + 0.21790) = 0.86666. The mean energy is −750 + 1.52 = −748.48 MHz, and half the splitting is 3000 × 0.86666 = 2599.98 MHz. The levels are thus 1851.5 and −3348.5 MHz, in agreement with the matrix eigenvalues in the numerical output.

For m = m′ = −1 the insensitive field is 3000/28.0077 = 107.11 mT, or 1071.1 gauss, and the frequency is 6000 × √(3/4) = 5196.15 MHz. The printed weight of m_J = +1/2 in the upper state is 0.500000, the equal mixture found above.

For the pairs (m, m′) = (−1, 0) and (0, −1), the angles are 0 and −30° in one order or the other. Thus a = −15° and x₀ = tan 15° = 0.26795, a field of 57.40 mT in both cases. The nuclear term shifts them in opposite directions because Δ changes sign: the roots are 57.28 mT and 57.52 mT.

For (1, −1), 1 − c_m² = 3/4 and x ≈ 8η/3 = 1.4515 × 10⁻³. Multiplication by 214.23 mT gives 0.311 mT, in agreement with the numerical root. The frequency, 5999.9953 MHz, lies about 5 kHz below W/h. This is a second-order effect: minimizing 1 + Kx²/2 − 2ηx with K = 3/4 lowers hf/W by 2η²/K = 7.9 × 10⁻⁷.

The stretched state m = −2 has minima with m′ = −1, 0 and +1 at about 4.08, 3.24 and 2.18 T. For the first, q = 1 and c_m′ = −1/2, and the simple balance gives x ≈ 0.866/(2√η) = 18.56, against 19.04 from the full formula. The difference, 0.48, is the term −c_m′ = 0.5 less about 0.015 from the next order in the expansion of t/√(1 − t²). These fields are some twenty to forty times that of the m = m′ = −1 point. A contribution quadratic in B with a fixed coefficient, omitted here, is therefore roughly 400 to 1500 times larger than at that point, and any part that differs between the two states would move the minimum. The curvature is only 0.008 to 0.040 kHz/mT², against about 151 kHz/mT² for m = m′ = −1, so a given extra slope displaces these minima much further. Whether that matters depends on the level. A diamagnetic change of A of the size found in hydrogen 1s, δA/A ≈ 1.7 × 10⁻¹¹ (B/T)², would move the 4.08 T root by only about 3 × 10⁻⁵ mT. For a P1/2 level with a J = 3/2 partner at distance Δ_fs, the cross term of hyperfine and Zeeman mixing is linear in B, of order Aμ_B B/Δ_fs, and acts like a change of g_n. It can shift by several per cent any point whose position is set by η, including the low-field m′ = −m point.

Insensitive does not mean unshifted. Expanding about B₀, where the first derivative vanishes, gives

f(B) ≈ f(B₀) + (1/2)f″(B₀)(B − B₀)²,  f″(B₀) = Kκ²/(hW),

where primes on f denote derivatives with respect to B and the formula for f″ holds for unstretched pairs, at leading order in η when Δ ≠ 0. For m = m′ = −1, K = 1/cos α = 1.1547, and the curvature is 150.96 kHz/mT². A field error of 0.01 mT then shifts the frequency by (1/2) × 150.96 × 10⁻⁴ kHz = 7.55 Hz.

The same transition near zero field has slope κc_m/h = −14.004 MHz/mT, and the same error shifts it by −140.03 kHz, more than eighteen thousand times as much. That ratio belongs to this error size: the linear shift falls in proportion to the error, the quadratic one as its square. Fluctuations of zero mean and variance s² about B₀ also leave a net effect, since averaging the expansion raises the mean frequency by f″(B₀)s²/2. Among the unstretched pairs listed, (1, −1) has the smallest curvature, 98.05 kHz/mT², and is the least affected by a given small field error about its own insensitive point. Insensitivity says nothing about whether a transition can be driven: a single magnetic-dipole photon requires |Δ| ≤ 1, so (1, −1), (−2, 0) and (−2, +1) need two or more photons, and (−2, −1), mainly a nuclear spin flip at its high-field point, is weak.

Computed results

```
Model: I = 1.5, A/h = 3000 MHz, g_J = 2.0, g_n = 2.0
muB/h = 13.996245 MHz/mT, muN/h = 0.00762259 MHz/mT
kappa/h = 28.007735 MHz/mT
W/h = 6000.0 MHz, eta = 5.443206e-04
W/kappa (field at x = 1) = 214.22653 mT
Levels at B = 100 mT, x = 0.466796: formula, matrix (MHz)
  upper m=-2      852.6623     852.6623
  upper m=-1     1851.5097    1851.5097
  upper m=+0     2560.7526    2560.7526
  upper m=+1     3142.3480    3142.3480
  upper m=+2     3647.3377    3647.3377
  lower m=-1    -3348.4606   -3348.4606
  lower m=+0    -4060.7526   -4060.7526
  lower m=+1    -4645.3971   -4645.3971
Insensitive transitions, upper m to lower m', B >= 0
x0 (eta=0), B formula (mT), B root (mT), f (MHz), f'' (kHz/mT^2)
  -1 -1  0.500000   107.11327   107.11327   5196.1524  150.9642
  -1 +0  0.267949    57.28173    57.28172   5796.4291  126.9301
  +0 -1  0.267949    57.52193    57.52192   5794.6789  126.9466
  +0 +0  0.000000     0.00000     0.00000   6000.0000  130.7389
  +1 -1  0.000000     0.31095     0.31095   5999.9953   98.0542
Stretched upper state: x, B formula (mT), B root (mT), f, f''
  -2 -1  19.04464   4079.8675   4079.8675   1622.8297    0.007662
  -2 +0  15.12925   3241.0879   3241.0879   3197.8596    0.018753
  -2 +1  10.18924   2182.8055   2182.8055   4704.9057    0.039750
m=m'=-1 point: weight of m_J=+1/2 in upper state = 0.500000
Field error = 0.01 mT
Shift at the insensitive field: actual 7.5482 Hz, formula 7.5482 Hz
Shift of the same transition from B = 0: -140033.8 Hz
Slope of the same transition at B = 0: -14.003868 MHz/mT
m=m'=-1 insensitive field = 1071.1327 gauss
```
